# Reflectivity, reststrahlen band and reflectivity minimum of SiC

## Question

My exercise gives three numbers for a polar crystal: the electronic permittivity $\varepsilon_\infty=6.5$, the transverse optical wavenumber 797 cm$^{-1}$ and the longitudinal one 973 cm$^{-1}$. I am asked for the reflectivity at normal incidence, the reststrahlen band, and the reflectivity minimum just above LO.

I know that the permittivity vanishes at the LO frequency, so I expected the minimum to be there. But when I put $\varepsilon=0$ into the reflection formula I get $R=1$, the largest possible value. Where is the minimum, and why is it not at LO? I would also like to see where the permittivity comes from, since the exercise belongs to a chapter on Born charges, and no charge appears in my data.

## Answer

Your value $R=1$ at LO is right when damping is neglected. Reflection disappears when the crystal matches the vacuum outside it, and the vacuum has $\varepsilon=1$, not $\varepsilon=0$. To find where this happens we need $\varepsilon$ as a function of frequency.

I assume a thick, flat, nonmagnetic crystal in vacuum, with one infrared-active mode and the same response in all directions (a cubic crystal). Reflection from the back face is ignored, there are no free carriers, and $\varepsilon_\infty$ is constant over the infrared.

### The permittivity, and where the Born charges are

Take two ions per cell, with masses $m_1,m_2$ and Born charges $+Ze$ and $-Ze$. The Born charge gives the force on an ion per unit macroscopic field $E$. With a spring constant $K$ and a friction force proportional to the relative velocity,

$$m_1\ddot u_1=-K(u_1-u_2)-\mu\gamma(\dot u_1-\dot u_2)+ZeE,$$
$$m_2\ddot u_2=+K(u_1-u_2)+\mu\gamma(\dot u_1-\dot u_2)-ZeE.$$

Divide each equation by its mass and subtract. With $u=u_1-u_2$, $1/\mu=1/m_1+1/m_2$ and $\omega_T^2=K/\mu$, this gives

$$\ddot u=-\omega_T^2u-\gamma\dot u+\frac{Ze}{\mu}E .$$

Consider a transverse vibration whose wavevector is small on the scale of the lattice but much larger than $\omega/c$. Magnetic induction is then negligible, so $\nabla\times E\approx0$, which forces the transverse field to vanish. With $E=0$ and no friction the equation gives oscillation at $\omega_T$, so $\omega_T$ is the TO frequency.

For fields varying as $e^{-i\omega t}$, each time derivative becomes a factor $-i\omega$, and

$$u=\frac{Ze}{\mu}\,\frac{E}{\omega_T^2-\omega^2-i\gamma\omega}.$$

The polarization has a lattice part and an electronic part. With cell volume $V$ and vacuum permittivity $\varepsilon_{\rm vac}$,

$$P=\frac{Zeu}{V}+\varepsilon_{\rm vac}(\varepsilon_\infty-1)E .$$

Insert $u$ and use $D=\varepsilon_{\rm vac}E+P=\varepsilon_{\rm vac}\varepsilon E$:

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{S}{\omega_T^2-\omega^2-i\gamma\omega},\qquad S=\frac{Z^2e^2}{\varepsilon_{\rm vac}\mu V}.$$

The Born charge is in $S$. Your data contain $S$ in another form, the LO–TO splitting. In a longitudinal wave $D$ is parallel to the wavevector, while $\nabla\cdot D=0$ requires its component along the wavevector to vanish. Hence $D=0$:

$$0=\varepsilon_{\rm vac}\varepsilon_\infty E+\frac{Zeu}{V}
\quad\Rightarrow\quad E=-\frac{Zeu}{\varepsilon_{\rm vac}\varepsilon_\infty V}.$$

This field opposes the displacement and stiffens the spring. Putting it into the equation of motion gives

$$\omega_L^2=\omega_T^2+\frac{Z^2e^2}{\varepsilon_{\rm vac}\varepsilon_\infty\mu V}=\omega_T^2+\frac{S}{\varepsilon_\infty},
\qquad S=\varepsilon_\infty(\omega_L^2-\omega_T^2).$$

So the charge itself is not needed here. Finding $Z$ from $S$ would also require $\mu$ and $V$.

Now substitute $S$ and put everything over one denominator. The terms $\pm\omega_T^2$ in the numerator cancel:

$$\varepsilon=\varepsilon_\infty\frac{(\omega_T^2-\omega^2-i\gamma\omega)+(\omega_L^2-\omega_T^2)}{\omega_T^2-\omega^2-i\gamma\omega}
=\varepsilon_\infty\frac{\omega_L^2-\omega^2-i\gamma\omega}{\omega_T^2-\omega^2-i\gamma\omega}.$$

Since $\omega=2\pi c\nu$, the factors $(2\pi c)^2$ cancel if $\gamma$ is also expressed as a wavenumber. From here on all frequencies are in cm$^{-1}$. Your data say nothing about $\gamma$, so I first set it to zero:

$$\varepsilon(\nu)=\varepsilon_\infty\frac{\nu_L^2-\nu^2}{\nu_T^2-\nu^2}.$$

In these units $S=6.5\,(973^2-797^2)=6.5\times311520=2\,024\,880$ cm$^{-2}$. At $\nu=0$ the static permittivity is $6.5\,(973/797)^2=9.688$.

### Reflection at the surface

Let the crystal fill $z>0$, and let $k=2\pi\nu$ be the vacuum wavevector. Outside, the field is $e^{ikz}+r\,e^{-ikz}$. Inside, it is $t\,e^{inkz}$ with $n=\sqrt\varepsilon$. The root has ${\rm Im}\,n\ge0$, so that the field does not grow into the crystal; for real positive $\varepsilon$ we take $n>0$, a wave travelling inward.

The tangential electric field is continuous. So is the tangential magnetic field, which in a nonmagnetic medium is proportional to $\partial E/\partial z$. At $z=0$ these conditions read

$$1+r=t,\qquad 1-r=nt .$$

Eliminating $t$ gives $1-r=n(1+r)$, so

$$r=\frac{1-n}{1+n},\qquad R=|r|^2=\left|\frac{1-n}{1+n}\right|^2 .$$

With $n=n'+i\kappa$ this becomes

$$R=\frac{(1-n')^2+\kappa^2}{(1+n')^2+\kappa^2},\qquad 1-R=\frac{4n'}{(1+n')^2+\kappa^2}.$$

The second form shows that energy enters the crystal only if $n'$ is nonzero.

### The reststrahlen band

For $\nu_T<\nu<\nu_L$ the numerator of $\varepsilon$ is positive and the denominator negative. Then $\varepsilon<0$, $n=i\kappa$ is purely imaginary, $n'=0$, and $R=1$. The band of total reflection therefore runs from 797 to 973 cm$^{-1}$, a width of 176 cm$^{-1}$. In wavelength it runs from 12.55 down to 10.28 µm.

The field does enter the crystal, but as a decaying field that carries no average energy flux. At 900 cm$^{-1}$, for example,

$$\varepsilon=6.5\,\frac{973^2-900^2}{797^2-900^2}=6.5\,\frac{136729}{-174791}=-5.085,\qquad \kappa=\sqrt{5.085}=2.255 .$$

The amplitude falls by a factor $e$ over $1/(2\pi\nu\kappa)=0.784$ µm. At this frequency a crystal must be many times thicker than this to count as thick; through a thin film, some light would leak out at the back. Towards LO, $\kappa$ goes to zero and the decay length grows without limit, so the required thickness grows too: without damping, a slab 8 µm thick reflects almost totally at 900 cm$^{-1}$ but only about 0.95 at 970 cm$^{-1}$ and 0.86 at 973 cm$^{-1}$.

At the upper edge $\varepsilon=0$, so $n=0$ and $r=1$. This is the value you found. At the lower edge the undamped $\varepsilon$ diverges, and $R=1$ is reached as a limit.

### The minimum

Since $R$ cannot be negative, a zero of $R$ is a minimum. It requires $n=1$, that is $\varepsilon=1$:

$$\varepsilon_\infty(\nu_L^2-\nu^2)=\nu_T^2-\nu^2 .$$

Collect the terms in $\nu^2$ on the right and the constants on the left:

$$\varepsilon_\infty\nu_L^2-\nu_T^2=(\varepsilon_\infty-1)\nu^2
\quad\Rightarrow\quad
\nu_{\min}=\sqrt{\frac{\varepsilon_\infty\nu_L^2-\nu_T^2}{\varepsilon_\infty-1}} .$$

With your numbers,

$$\nu_{\min}^2=\frac{6.5\times946729-635209}{5.5}=1\,003\,369\ \text{cm}^{-2},\qquad \nu_{\min}=1001.7\ \text{cm}^{-1},$$

or 9.98 µm. This is 28.7 cm$^{-1}$ above LO.

To see how the distance from LO depends on the data, subtract $\nu_L^2$ from $\nu_{\min}^2$:

$$\nu_{\min}^2-\nu_L^2=\frac{\nu_L^2-\nu_T^2}{\varepsilon_\infty-1}.$$

The right side is positive for $\varepsilon_\infty>1$, so the minimum lies above LO. Three limits are instructive:

- For large $\varepsilon_\infty$ at fixed TO and LO, the minimum moves down towards LO.
- For $\varepsilon_\infty\to1$ it moves to arbitrarily high frequency.
- If the Born charge goes to zero, LO and the minimum both merge with TO, and the band closes.

The condition $\varepsilon=1$ also means $P=0$. At $\nu_{\min}$ the electrons contribute $\varepsilon_\infty-1=+5.5$ to $\varepsilon-1$, and the lattice, driven above its resonance and so moving against the force, contributes $-5.5$. The two polarizations cancel, and nothing is left to radiate a reflected wave. At LO, by contrast, $D=0$ and $P=-\varepsilon_{\rm vac}E$, which is far from zero.

### The whole curve without damping

Differentiating $\varepsilon=\varepsilon_\infty+S/(\nu_T^2-\nu^2)$ gives

$$\frac{d\varepsilon}{d(\nu^2)}=\frac{S}{(\nu_T^2-\nu^2)^2}>0,$$

so $\varepsilon$ rises with frequency on each side of TO. For real $n$, $R$ falls as $n$ rises towards 1 and grows as $n$ rises beyond 1. The curve follows from these two facts:

- Below TO, $n$ grows from $\sqrt{9.688}$ without limit, and $R$ climbs from 0.264 to 1.
- Between TO and LO, $R=1$.
- Above LO, $n$ starts at 0 and passes 1 once. $R$ drops from 1 to 0 and then rises towards $\left[(\sqrt{6.5}-1)/(\sqrt{6.5}+1)\right]^2=0.191$.

There is thus a single zero. Some values, with a damped column explained below:

| $\nu$ (cm$^{-1}$) | $\varepsilon$, undamped | $R$, undamped | $R$, $\gamma=5$ cm$^{-1}$ |
|---:|---:|---:|---:|
| 400 | 10.76 | 0.284 | 0.284 |
| 700 | 20.445 | 0.407 | 0.407 |
| 780 | 82.03 | 0.642 | 0.641 |
| 900 | −5.085 | 1 | 0.9575 |
| 950 | −1.08 | 1 | 0.883 |
| 973 | 0 | 1 | 0.416 |
| 980 | 0.27 | 0.098 | 0.097 |
| 1001.7 | 1.00 | 0.000 | 0.0003 |
| 1200 | 3.98 | 0.111 | 0.111 |

The two edges of the undamped band look very different. $R$ passes 1/2 at 749.3 cm$^{-1}$, which is 47.7 cm$^{-1}$ below TO, but on the other side at 973.7 cm$^{-1}$, only 0.73 cm$^{-1}$ above LO.

Both edges follow a square-root law. Let $\delta$ be the small distance outside the edge. Just below TO, $n$ is large, $1-R\approx4/n$, and $\varepsilon\approx S/(2\nu_T\delta)$. Just above LO, $n$ is small, $1-R\approx4n$, and $\varepsilon\approx2\nu_L\delta\,\varepsilon_\infty/(\nu_L^2-\nu_T^2)=2\nu_L\delta\,\varepsilon_\infty^2/S$. Therefore

$$1-R\approx4\sqrt{\frac{2\nu_T\delta}{S}}\ \ (\text{below TO}),\qquad
1-R\approx4\sqrt{\frac{2\nu_L\delta\,\varepsilon_\infty^2}{S}}\ \ (\text{above LO}).$$

For the same small drop in $R$, the distance at TO is larger by a factor $\varepsilon_\infty^2\nu_L/\nu_T\approx52$. At half reflectivity the drop is no longer small, and the actual ratio is about 65, but the cause of the asymmetry is the factor $\varepsilon_\infty^2$.

### What damping changes

A real phonon has a finite lifetime. To see the effect I take a round value, $\gamma=5$ cm$^{-1}$; it is a model parameter, not a measured width. The model also uses the same $\gamma$ at every frequency, whereas in a real crystal the damping near LO can differ from that at TO. The values of $R$ at LO and at the minimum given below are sensitive to this; the position of the minimum, for weak damping, is much less so.

**In the band**, $n$ acquires a real part, so some energy enters and is absorbed. The highest reflectivity is now 0.969, at 845 cm$^{-1}$.

**At LO** the change is drastic: $R$ falls from 1 to 0.416. The undamped $\varepsilon$ is zero there, so even a small imaginary part dominates. To leading order in $\gamma$,

$$\varepsilon(\nu_L)\approx i\,\frac{\varepsilon_\infty\gamma\nu_L}{\nu_L^2-\nu_T^2}
=i\,\frac{6.5\times5\times973}{311520}\approx0.10\,i .$$

The square root of this number has equal real and imaginary parts, $n'=\kappa\approx0.225$, and the formula for $R$ then gives about 0.42. Because $n$ grows as $\sqrt\gamma$, a little damping has a large effect. The edge of the band is now rounded, but it stays close to LO: for this $\gamma$, $R$ passes 0.8 at about 962 cm$^{-1}$, 0.5 at 972 cm$^{-1}$ and 0.2 at 976 cm$^{-1}$.

**At the minimum** the effect is small. Without damping, $\varepsilon=1$ at $\nu_{\min}$ means $S/(\nu_T^2-\nu_{\min}^2)=-(\varepsilon_\infty-1)$. To first order in $\gamma$ the imaginary part is therefore

$$\varepsilon_2\approx\frac{S\gamma\nu_{\min}}{(\nu_T^2-\nu_{\min}^2)^2}
=\frac{(\varepsilon_\infty-1)^2\gamma\nu_{\min}}{S}
=\frac{30.25\times5\times1001.68}{2\,024\,880}=0.0748 .$$

Close to this point write $\varepsilon=1+x+i\varepsilon_2$ with $x$ and $\varepsilon_2$ small. Then $n\approx1+(x+i\varepsilon_2)/2$ and $r\approx-(x+i\varepsilon_2)/4$, so

$$R\approx\frac{x^2+\varepsilon_2^2}{16}.$$

As $\nu$ varies, $x$ passes through zero while $\varepsilon_2$ hardly changes. The minimum stays near $\nu_{\min}$, with

$$R_{\min}\approx\frac{\varepsilon_2^2}{16}=3.50\times10^{-4}.$$

Direct minimization of the damped formula gives $3.48\times10^{-4}$ at 1001.8 cm$^{-1}$, so the estimate is high by 0.6% of the numerical value, and the position has moved by about 0.1 cm$^{-1}$. Halving $\gamma$ reduces the minimum to $0.87\times10^{-4}$, a factor of 4.0, as expected from $R_{\min}\propto\gamma^2$. The estimate requires $\varepsilon_2\ll1$; for strong damping the dip becomes shallow and its position is no longer given by $\varepsilon=1$.

For your exercise, then: total reflection from 797 to 973 cm$^{-1}$ and zero reflection at about 1002 cm$^{-1}$, both in the undamped model. Further values are in the numerical output below.

## Numbers as computed

```
eps_inf (given) = 6.5
TO (given) = 797 cm^-1
LO (given) = 973 cm^-1
mode strength eps_inf(LO^2-TO^2) = 2024880 cm^-2
static permittivity = 9.688
band width LO-TO = 176 cm^-1
nu_min squared = 1003369 cm^-2
nu_min = 1001.68 cm^-1
nu_min - LO = 28.68 cm^-1
wavelength at TO = 12.55 micrometre
wavelength at LO = 10.28 micrometre
wavelength at nu_min = 9.98 micrometre
R at zero frequency, undamped = 0.2639
R far above the band, undamped = 0.1906
R = 1/2 below TO at 749.33 cm^-1
R = 1/2 above LO at 973.73 cm^-1
distance of these points from TO = 47.67 cm^-1, from LO = 0.73 cm^-1
at 900 cm^-1: eps = -5.085, kappa = 2.255
field decay length there = 0.784 micrometre
model damping gamma = 5.0 cm^-1
damped: highest R in band = 0.9693 at 845.2 cm^-1
damped: estimated Im eps at nu_min = 0.0748
damped: estimated R_min = 3.499e-04
damped: numerical R_min = 3.479e-04 at 1001.80 cm^-1
gamma/2: numerical R_min = 8.735e-05 at 1001.71 cm^-1
nu (cm^-1) | eps undamped | R undamped | R damped
  400.00 |    10.761 | 0.2838 | 0.2838
  700.00 |    20.445 | 0.4068 | 0.4067
  780.00 |    82.030 | 0.6418 | 0.6410
  850.00 |   -16.697 | 1.0000 | 0.9693
  900.00 |    -5.085 | 1.0000 | 0.9575
  950.00 |    -1.076 | 1.0000 | 0.8827
  973.00 |    -0.000 | 1.0000 | 0.4162
  980.00 |     0.273 | 0.0982 | 0.0966
  990.00 |     0.629 | 0.0133 | 0.0138
 1001.68 |     1.000 | 0.0000 | 0.0003
 1050.00 |     2.167 | 0.0365 | 0.0365
 1200.00 |     3.984 | 0.1105 | 0.1105
 2000.00 |     5.898 | 0.1736 | 0.1736
```
